# Chiral-limit flat-band wavefunctions from theta functions and the higher magic values, part 1

(Sections cited here and not found follow in the second part.)

## I. The protected spinor and the condition for a flat band

**The physical situation**

When two graphene layers are stacked with a small relative twist, the Dirac cones of the two layers in one valley are displaced from each other by a small wavevector of length \(k_\theta\). Tunnelling between the layers couples the cones and slows the electrons. At certain twist angles the velocity at the cone vanishes. That is a statement about one point of the moiré Brillouin zone. It does not by itself say that the energy vanishes at every other wavevector, as it would have to for a flat band.

In the chiral limit the two statements become equivalent. In this limit tunnelling connects only opposite sublattices. The zero-energy equation then contains derivatives with respect to \(\bar z=x-iy\) but not \(z=x+iy\), so a solution may be multiplied by any function of \(z\) alone. Such a multiplier can change the crystal momentum, but it must have a pole. The pole is harmless if the original spinor vanishes there.

**Model and units**

Energies are measured in \(v_0k_\theta\), where \(v_0\) is the velocity of an isolated layer, and lengths in \(1/k_\theta\). The opposite-sublattice tunnelling amplitude \(w\) enters through the dimensionless number

\[
\alpha=\frac{w}{v_0k_\theta},
\]

taken real and positive, with \(\hbar=1\). The small relative rotation of the sublattice spinors is omitted, as are electron interactions and coupling between valleys. The Hamiltonian for one valley and one spin is

\[
H=\begin{pmatrix}0&D^\dagger\\ D&0\end{pmatrix},\qquad
D=\begin{pmatrix}-2i\bar\partial&\alpha U(\mathbf r)\\
\alpha U(-\mathbf r)&-2i\bar\partial\end{pmatrix}.
\]

The operator \(D\) acts on the sublattice-A amplitudes \((\psi_1,\psi_2)\) of layers 1 and 2, and produces sublattice-B amplitudes. Here \(\bar\partial=\tfrac12(\partial_x+i\partial_y)\) and \(\partial=\tfrac12(\partial_x-i\partial_y)\).

Plane vectors are also written as complex numbers, with \(\mathbf p\cdot\mathbf r=\mathrm{Re}(\bar p z)\). Let

\[
\omega=e^{2\pi i/3},\qquad q_j=-i\omega^j,\qquad
U(\mathbf r)=\sum_{j=0}^{2}\omega^j e^{-i\mathbf q_j\cdot\mathbf r}.
\]

The reciprocal vectors are \(b_1=q_1-q_0\) and \(b_2=q_2-q_0\). The moiré lattice vectors are

\[
a_1=\frac{4\pi}{3}e^{i\pi/6},\qquad a_2=\omega a_1,\qquad
\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}.
\]

Since \(q_0+q_1+q_2=0\), one has \(q_0=-(b_1+b_2)/3\), and therefore \(\mathbf q_0\cdot\mathbf a_i=-2\pi/3\). The other \(\mathbf q_j\) differ from \(\mathbf q_0\) by reciprocal vectors, so all three terms of \(U\) acquire the same phase under a lattice translation:

\[
U(\mathbf r+\mathbf a_i)=\omega U(\mathbf r),\qquad
U(-\mathbf r-\mathbf a_i)=\omega^{-1}U(-\mathbf r).
\]

The Bloch conditions compatible with these phases are

\[
\psi_1(\mathbf r+\mathbf a_i)=e^{i\mathbf k\cdot\mathbf a_i}\psi_1(\mathbf r),\qquad
\psi_2(\mathbf r+\mathbf a_i)=\omega^{-1}e^{i\mathbf k\cdot\mathbf a_i}\psi_2(\mathbf r).
\]

Thus \(\psi_1\) contains momenta \(\mathbf k+\mathbf G\), and \(\psi_2\) contains \(\mathbf k+\mathbf q\) with \(\mathbf q=\mathbf q_0+\mathbf G\). The point \(k=0\), called K, is the Dirac point of layer 1. The point \(k=-q_0\), called K′, is that of layer 2.

**Equations for a plane-wave calculation**

Because \(\mathbf p\cdot\mathbf r=\tfrac12(\bar pz+p\bar z)\), one finds \(-2i\bar\partial e^{i\mathbf p\cdot\mathbf r}=p\,e^{i\mathbf p\cdot\mathbf r}\). Let \(c_G\) and \(d_q\) be the coefficients of \(\psi_1\) and \(\psi_2\). The equation \(D\psi=0\) becomes

\[
(k+G)c_G+\alpha\sum_j\omega^jd_{G+q_j}=0,
\]
\[
(k+q)d_q+\alpha\sum_j\omega^jc_{q-q_j}=0.
\]

The index shifts follow from the phases in \(U(\mathbf r)\) and \(U(-\mathbf r)\), which subtract and add \(\mathbf q_j\), respectively.

**Why a zero mode remains at K**

Let \(R\) be rotation by \(120^\circ\), so that \(z\to\omega z\). From \(\mathbf q_j\cdot R\mathbf r=\mathbf q_{j-1}\cdot\mathbf r\), with indices modulo 3,

\[
U(R\mathbf r)=\sum_j\omega^je^{-i\mathbf q_{j-1}\cdot\mathbf r}=\omega U(\mathbf r),
\qquad U(-R\mathbf r)=\omega U(-\mathbf r).
\]

Define \((P\psi)(\mathbf r)=\psi(R\mathbf r)\). The chain rule gives \(\bar\partial[P\psi]=\omega^{-1}P[\bar\partial\psi]\). The derivative and tunnelling terms therefore acquire the same factor, and

\[
PD=\omega DP.
\]

If \(P\psi=\lambda\psi\), then \(D\psi\) has rotation eigenvalue \(\omega\lambda\). At K, \(D\) thus maps the sector \(\lambda=1\) into the sector \(\lambda=\omega\).

At \(\alpha=0\), the kernel of this map consists of the constant spinor \((1,0)\). The second layer has no constant component, because \(q_0\) is not a reciprocal vector. The adjoint map has no kernel in the sector \(\lambda=\omega\), since the constant spinor has \(\lambda=1\). The index, which is the kernel dimension minus the adjoint-kernel dimension, is therefore 1.

Tunnelling is multiplication by a bounded function. On a finite moiré cell it is compact as a map from functions with one square-integrable derivative to square-integrable functions. A compact addition does not change the index, so at least one zero mode remains for every \(\alpha\). Call it \(\psi_K\). It satisfies

\[
\psi_K(R\mathbf r)=\psi_K(\mathbf r).
\]

The same counting applies to a rotation-symmetric plane-wave cutoff. The wave \(G=0\) is fixed by rotation, and all other waves form triples. Each triple supplies one vector to each sector, while \(G=0\) supplies an extra vector to \(\lambda=1\). There is then one more unknown than equation. A cutoff that cuts through triples loses this property.

The argument needs threefold symmetry. With one of the three tunnelling strengths reduced, the equation that symmetry would satisfy automatically has a nonzero remainder, as the numerical output shows.

**Values at the stacking points**

Consider \(r_0=(a_1-a_2)/3\). Since \(Ra_1=a_2\) and \(Ra_2=-a_1-a_2\),

\[
Rr_0=\frac{a_1+2a_2}{3}=r_0+a_2.
\]

Rotation invariance and the Bloch condition give

\[
\psi_2(r_0)=\psi_2(Rr_0)=\psi_2(r_0+a_2)=\omega^{-1}\psi_2(r_0),
\]

hence \(\psi_2(r_0)=0\). At \(-r_0\) the translation is \(-a_2\) and the factor is \(\omega\), so \(\psi_2(-r_0)=0\) as well. These zeros of one component exist for every \(\alpha\). The whole spinor vanishes at a stacking point when \(\psi_1\) also vanishes there.

Two real numbers, the real and imaginary parts of \(\psi_1\) at the point, would ordinarily have to be tuned to make it vanish. A reflection reduces this to one real number. Define

\[
\psi_1'(z)=\overline{\psi_1(\bar z)},\qquad
\psi_2'(z)=-\overline{\psi_2(\bar z)} .
\]

The identity \(\overline{U(\bar z)}=U(z)\) follows from \(\bar q_j=-q_{-j}\). Conjugation changes the sign of \(-2i\), and the minus sign in \(\psi_2'\) compensates for it:

\[
-2i\bar\partial\psi_1'(z)=-\overline{(-2i\bar\partial\psi_1)(\bar z)}
=\alpha U(z)\overline{\psi_2(\bar z)}=-\alpha U(z)\psi_2'(z),
\]
\[
-2i\bar\partial\psi_2'(z)=\overline{(-2i\bar\partial\psi_2)(\bar z)}
=-\alpha U(-z)\psi_1'(z).
\]

Thus \(\psi'\) is also a zero mode at K. When the kernel is one-dimensional it is proportional to \(\psi_K\), and the phase can be chosen so that the two are equal. Both stacking points lie on the real axis, so \(\psi_1(r_0)\) and \(\psi_1(-r_0)\) are then real. If \(c_0\ne0\), making \(c_0\) real fixes this phase up to an irrelevant sign.

**A constant that decides whether the band is flat**

Write \(\beta=\alpha/(2i)\). The zero-mode equations are

\[
\bar\partial\psi_1(\mathbf r)=\beta U(\mathbf r)\psi_2(\mathbf r),\qquad
\bar\partial\psi_2(\mathbf r)=\beta U(-\mathbf r)\psi_1(\mathbf r).
\]

Inversion changes the sign of the derivative:

\[
\bar\partial[\psi_1(-\mathbf r)]=-\beta U(-\mathbf r)\psi_2(-\mathbf r),\qquad
\bar\partial[\psi_2(-\mathbf r)]=-\beta U(\mathbf r)\psi_1(-\mathbf r).
\]

Consequently the spinor

\[
\chi(\mathbf r)=\bigl(\psi_2(-\mathbf r),-\psi_1(-\mathbf r)\bigr)
\]

obeys \(D\chi=0\). Its first component gains \(\omega\) under \(\mathbf a_i\) and its second is periodic, so \(\chi\) is the zero mode at K′. Now define

\[
W=\psi_1(\mathbf r)\psi_1(-\mathbf r)+\psi_2(\mathbf r)\psi_2(-\mathbf r)
=-(\psi_1\chi_2-\psi_2\chi_1).
\]

Substitution of the four derivatives gives

\[
\begin{aligned}
\bar\partial W={}&\beta U(\mathbf r)\psi_2(\mathbf r)\psi_1(-\mathbf r)
-\beta U(-\mathbf r)\psi_1(\mathbf r)\psi_2(-\mathbf r)\\
&+\beta U(-\mathbf r)\psi_1(\mathbf r)\psi_2(-\mathbf r)
-\beta U(\mathbf r)\psi_2(\mathbf r)\psi_1(-\mathbf r)=0.
\end{aligned}
\]

The function \(W\) is therefore holomorphic. It is also periodic, because the factors \(\omega^{-1}\) and \(\omega\) in its second term cancel. A periodic holomorphic function is bounded on the whole plane, hence constant. Evaluation at \(r_0\), where \(\psi_2\) vanishes, gives

\[
W=\psi_1(r_0)\psi_1(-r_0).
\]

Suppose \(W\ne0\). Then \(\psi_K\) and \(\chi\) are linearly independent at every position, and any zero mode \(\phi\) at momentum \(k\) can be written \(\phi=A\psi_K+B\chi\), with

\[
A=-\frac{\phi_1\chi_2-\phi_2\chi_1}{W},\qquad
B=-\frac{\psi_1\phi_2-\psi_2\phi_1}{W}.
\]

The determinant of any two solutions is holomorphic by the cancellation shown above, so \(A\) and \(B\) are holomorphic. Under translation they gain the phases \(e^{i\mathbf k\cdot\mathbf a_i}\) and \(e^{i(\mathbf k+\mathbf q_0)\cdot\mathbf a_i}\). Their moduli are periodic and bounded, so both are constants. A nonzero constant requires a trivial phase. Hence \(A\) can be nonzero only at K and \(B\) only at K′, up to reciprocal vectors. For \(W\ne0\) there are no other zero modes, and the kernel at K is one-dimensional. An exactly flat zero-energy band therefore requires \(W=0\).

**The velocity**

The same constant gives the slope of the Dirac cone. Conjugating the inverted equations shows that \(\eta(\mathbf r)=\overline{\psi_K(-\mathbf r)}\) obeys \(D^\dagger\eta=0\). For example,

\[
-2i\partial\eta_1=-2i\,\overline{\bar\partial[\psi_1(-\mathbf r)]}
=2i\bar\beta\,\overline{U(-\mathbf r)}\,\eta_2
=-\alpha\overline{U(-\mathbf r)}\,\eta_2,
\]

because \(\bar\beta=i\alpha/2\). This cancels the off-diagonal term in the first row of \(D^\dagger\). The second row follows by exchanging \(U(-\mathbf r)\) and \(U(\mathbf r)\).

At momentum \(k\), removal of the Bloch phase changes \(D\) to \(D+k\). For \(W\ne0\), degenerate perturbation theory between the normalized states \(\psi_K\) and \(\eta\) has the matrix element

\[
k\,\frac{\langle\eta|\psi_K\rangle}{\|\eta\|\,\|\psi_K\|}
=k\,\frac{W}{\langle|\psi_K|^2\rangle},
\]

where the last bracket is a moiré-cell average. To leading order in \(|k|\), the energies are \(\pm v|k|\), with

\[
\frac{v}{v_0}=\frac{|W|}{\langle|\psi_K|^2\rangle}.
\]

For small \(\alpha\), the first correction is \(d_{q_j}=-\alpha\omega^j/q_j=-i\alpha\). It contributes \(-3\alpha^2\) to \(W\) and \(+3\alpha^2\) to the norm, so

\[
\frac{W}{\langle|\psi_K|^2\rangle}
=\frac{1-3\alpha^2}{1+3\alpha^2}+O(\alpha^4).
\]

At \(\alpha=0.3\) this estimate is \(0.73/1.27=0.575\), compared with the computed 0.572. Its zero at \(1/\sqrt3=0.577\) is close to the first magic value. It has no further zero for positive \(\alpha\), so the higher values need the full spinor.

## II. Theta-function states and the higher magic values

**Symbols and results used here**

The operator \(D\) acts on two-layer sublattice-A spinors, and \(\psi_K=(\psi_1,\psi_2)\) is its protected zero mode at K. Energies are in \(v_0k_\theta\), lengths in \(1/k_\theta\), and \(\alpha=w/(v_0k_\theta)\). The moiré vectors obey \(a_2=\omega a_1\) with \(\omega=e^{2\pi i/3}\), and \(r_0=(a_1-a_2)/3\). The Dirac points are K at \(k=0\) and K′ at \(k=-q_0=i\). For every \(\alpha\), \(\psi_2(\pm r_0)=0\). The constant

\[
W=\psi_1(r_0)\psi_1(-r_0)
\]

must vanish for a flat zero-energy band. It remains to show that this is sufficient, and to find the values of \(\alpha\) at which it happens.

**A zero of the spinor can cancel a holomorphic pole**

Suppose \(\psi_K(r_0)=0\). It is not enough to say that the spinor is small near \(r_0\): a term proportional to \(\bar z-\bar r_0\), divided by \(z-r_0\), would have no definite limit. The zero-mode equation excludes such a term.

Write the equation as \(\bar\partial\psi_K=M\psi_K\), where \(M\) is a smooth \(2\times2\) matrix. On a disc of radius \(\rho\) about \(r_0\), use the Cauchy transform

\[
(Cg)(z)=\frac1\pi\int_{\rm disc}\frac{g(\zeta)}{z-\zeta}\,d^2\zeta,
\qquad \bar\partial(Cg)=g.
\]

Since \(\int_{\rm disc}d^2\zeta/|z-\zeta|\le2\pi\rho\), one has \(|Cg|\le2\rho\max|g|\). For sufficiently small \(\rho\), the equation \(F=1+C(MF)\) can be solved by iteration, and \(F\) remains close enough to the unit matrix to be invertible. It satisfies \(\bar\partial F=MF\) and is smooth because \(M\) is smooth. Put \(\psi_K=Fh\). Then

\[
MFh=\bar\partial(Fh)=MFh+F\bar\partial h,
\]

so \(\bar\partial h=0\). The two components of \(h\) are holomorphic and vanish at \(r_0\). Therefore \(h=(z-r_0)\tilde h\), and

\[
\psi_K=(z-r_0)F\tilde h,
\]

with a smooth remaining spinor. A simple pole at \(r_0\) is cancelled.

Rotation symmetry distinguishes the two stacking points. From \(Rr_0=r_0+a_2\) and the Bloch phase of \(\psi_2\),

\[
\psi_2(r_0+\omega\delta)=\omega\psi_2(r_0+\delta),\qquad
\psi_2(-r_0+\omega\delta)=\omega^{-1}\psi_2(-r_0+\delta).
\]

The linear term is proportional to \(\delta\) at \(r_0\) and to \(\bar\delta\) at \(-r_0\). The first component is rotation invariant about both points and has no linear term. A zero of the whole spinor at \(r_0\) can thus be simple. At \(-r_0\) the only allowed linear term conflicts with the factorization above, so a zero there would be at least double. A simple pole could still be placed on it, which is why \(W=0\) is sufficient in either case. At the three magic values found below, the spinor vanishes at \(r_0\) and not at \(-r_0\).

A flat zero-energy band requires \(W=0\), and where \(\psi_K\) then vanishes it can cancel a simple pole of a holomorphic multiplier. It remains to construct the multiplier that gives a zero mode at every \(k\), and to compute the values of \(\alpha\) at which \(W=0\).
